# Why cobalt-59 shifts of low-spin d6 complexes follow the first absorption wavelength: a numerical check

```python
"""Cobalt shielding in octahedral low-spin d6 complexes.
Result under test: sigma_p = -8 alpha^2 R / dE = -(4 alpha^3/pi) R lambda,
with dE the energy of the first singlet T1g state, lambda its wavelength and
R the mean of r^-3 in the d shell (no covalent reduction here).
Also tested: mixing of pair excitations multiplies this by 1 + C/dE to first
order. delta_lf is the ligand-field splitting; B and C are Racah parameters.
Hartree atomic units are used unless a unit is stated."""
import numpy as np
import scipy.constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.sparse import identity, kron, csr_matrix
from scipy.special import eval_legendre
from pyscf import gto

alpha = const.fine_structure
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]


def wavelength_nm(energy):
    return const.h * const.c / (energy * hartree) * 1e9


# ---------- free cobalt ions, closed-shell determinant t2g^6 ----------
full_basis = [b for b in gto.basis.load("def2-tzvp", "Co") if b[0] <= 2]
d_exponents = sorted({p[0] for b in full_basis if b[0] == 2 for p in b[1:]})
basis = [b for b in full_basis if b[0] < 2]
basis += [[2, [x, 1.0]] for x in d_exponents]
mol = gto.M(atom="Co 0 0 0", charge=3, spin=0, basis={"Co": basis}, verbose=0)
nao = mol.nao_nr()
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
nuclear = mol.intor("int1e_nuc")
core_h = kinetic + nuclear
eri_ao = mol.intor("int2e", aosym="s1").reshape(nao, nao, nao, nao)
repulsion = (eri_ao - 0.5 * eri_ao.transpose(0, 2, 1, 3)).reshape(nao**2, nao**2)
del eri_ao
blocks = {}
for i, label in enumerate(mol.ao_labels(fmt=None)):
    blocks.setdefault((label[2][-1], label[3]), []).append(i)


def free_ion(s_pairs):
    """Hartree-Fock with fixed cubic occupation; returns density and d_xy."""
    pairs = {"s": s_pairs, "p": 2}
    density = np.zeros((nao, nao))
    for cycle in range(400):
        fock = core_h + (repulsion @ density.ravel()).reshape(nao, nao)
        new = np.zeros_like(density)
        d_xy = None
        for (shell, component), index in blocks.items():
            if shell == "d":
                occupied = int(component in ("xy", "xz", "yz"))
            else:
                occupied = pairs[shell]
            if occupied == 0:
                continue
            sub = np.ix_(index, index)
            vectors = eigh(fock[sub], overlap[sub])[1][:, :occupied]
            new[sub] += 2 * vectors @ vectors.T
            if (shell, component) == ("d", "xy"):
                d_xy = vectors[:, 0]
        change = abs(new - density).max()
        if change < 1e-7:
            break
        density = new if cycle == 0 else 0.6 * density + 0.4 * new
    assert change < 1e-7
    fock = core_h + (repulsion @ new.ravel()).reshape(nao, nao)
    energy = 0.5 * np.sum(new * (core_h + fock))
    assert abs(-energy / np.sum(new * kinetic) - 1) < 1e-3  # virial theorem
    return energy, new, d_xy


radius = np.exp(np.linspace(np.log(1e-4), np.log(40.0), 3001))
points = np.outer(radius, [1, 1, 0]) / np.sqrt(2)
ao_values = mol.eval_gto("GTOval_sph", points)


def inverse_cube(d_xy):
    """Mean r^-3 by radial quadrature along the (1,1,0) direction."""
    angular = 0.5 * np.sqrt(15 / (4 * np.pi))
    radial = ao_values[:, blocks[("d", "xy")]] @ d_xy / angular
    norm = simpson(radial**2 * radius**3, x=np.log(radius))
    assert abs(norm - 1) < 1e-5
    return simpson(radial**2, x=np.log(radius))


energy3, density3, orbital3 = free_ion(3)
energy1, density1, orbital1 = free_ion(4)
r3 = inverse_cube(orbital3)
r3_plus1 = inverse_cube(orbital1)
# analytic integral of l_z/r^3 between d_xy and d_(x2-y2), same radial part
x2y2_key = [k for k in blocks if k[0] == "d" and k[1].startswith("x2")][0]
orbit_nuclear = mol.intor("int1e_prinvxp", 3)[2]
element = orbital3 @ orbit_nuclear[
    np.ix_(blocks[("d", "xy")], blocks[x2y2_key])] @ orbital3
assert abs(abs(element) / (2 * r3) - 1) < 1e-4
inverse_r = -nuclear / 27
sigma_d3 = alpha**2 / 3 * np.sum(density3 * inverse_r) * 1e6
sigma_d1 = alpha**2 / 3 * np.sum(density1 * inverse_r) * 1e6
d_index = [i for k, v in blocks.items() if k[0] == "d" for i in v]
d_sub = np.ix_(d_index, d_index)
sigma_d_shell = alpha**2 / 3 * np.sum(density3[d_sub] * inverse_r[d_sub]) * 1e6

# ---------- real d functions as quadratic forms n.Q.n ----------
forms = np.zeros((5, 3, 3))  # xy, xz, yz, z2, x2-y2
for k, (i, j) in enumerate([(0, 1), (0, 2), (1, 2)]):
    forms[k, i, j] = forms[k, j, i] = 1 / np.sqrt(2)
forms[3] = np.diag([-1, -1, 2]) / np.sqrt(6)
forms[4] = np.diag([1, -1, 0]) / np.sqrt(2)
cos_t, weight_t = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
ct, ph = [a.ravel() for a in np.meshgrid(cos_t, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
sphere = np.array([st * np.cos(ph), st * np.sin(ph), ct]).T
weights = np.repeat(weight_t, 12) * 2 * np.pi / 12
d_values = np.sqrt(15 / (8 * np.pi)) * np.einsum(
    "ni,pij,nj->pn", sphere, forms, sphere)
pair_density = np.einsum("pn,qn,n->pqn", d_values, d_values, weights)
assert np.allclose(pair_density.sum(axis=2), np.eye(5), atol=1e-12)
# the filled t2g shell has the isotropic mean of (x^2+y^2)/r^2, namely 2/3
t2g_density = sum(pair_density[k, k] for k in range(3))
assert abs(t2g_density @ (1 - sphere[:, 2]**2) / 3 - 2 / 3) < 1e-12

# ---------- all d6 determinants with three electrons of each spin ----------
lower = csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = csr_matrix(np.diag([1.0, -1.0]))
annihilate = []
for k in range(10):
    op = identity(1, format="csr")
    for j in range(10):
        factor = parity if j < k else lower if j == k else identity(2)
        op = kron(op, factor, format="csr")
    annihilate.append(op)
strings = [format(i, "010b") for i in range(1024)]
keep = [i for i, s in enumerate(strings)
        if s[:5].count("1") == 3 and s[5:].count("1") == 3]
size = len(keep)
shift_op = np.zeros((5, 5, size, size))
for p in range(5):
    for q in range(5):
        total_op = (annihilate[p].T @ annihilate[q]
                    + annihilate[p + 5].T @ annihilate[q + 5]).tocsr()
        shift_op[p, q] = total_op[keep][:, keep].toarray()
closed = keep.index(strings.index("1110011100"))
eg_count = np.diag(shift_op[3, 3] + shift_op[4, 4])


def coulomb_matrix(rank):
    kernel = eval_legendre(rank, np.clip(sphere @ sphere.T, -1, 1))
    flat = pair_density.reshape(25, -1)
    eri = (flat @ kernel @ flat.T).reshape(5, 5, 5, 5)
    result = np.zeros((size, size))
    for p in range(5):
        for q in range(5):
            result += 0.5 * shift_op[p, q] @ np.tensordot(eri[p, q], shift_op, 2)
            for s in range(5):
                result -= 0.5 * eri[p, q, q, s] * shift_op[p, s]
    return result


coulomb2, coulomb4 = coulomb_matrix(2), coulomb_matrix(4)
angular_momentum = []
for axis in np.eye(3):
    generator = np.cross(axis, np.eye(3)).T  # generator @ r = axis x r
    rotation = np.array([[np.trace(a @ (b @ generator - generator @ b))
                          for b in forms] for a in forms])
    angular_momentum.append(-1j * np.tensordot(rotation, shift_op, 2))
l_z = angular_momentum[2]
assert np.allclose(l_z, l_z.conj().T)
casimir = sum(shift_op[p, q] @ shift_op[q, p] for p in range(5) for q in range(5))
spin_squared = 0.5 * ((6 * 7 - 18) * np.eye(size) - casimir)


def hamiltonian(delta_lf, B, C):
    return (delta_lf * np.diag(eg_count) + (49 * B + 7 * C) * coulomb2
            + 63 * C / 5 * coulomb4)


def response(delta_lf, B, C, operator=l_z):
    """First T1g energy, its strength, and sum of strength/energy."""
    levels, states = np.linalg.eigh(hamiltonian(delta_lf, B, C))
    excitation = levels - levels[0]
    assert excitation[1] > 1e-3  # nondegenerate low-spin ground state
    strength = abs(states.T @ operator @ states[:, 0])**2
    assert strength[0] < 1e-16
    first = excitation[np.where(strength > 0.1)[0][0]]
    # sum over the whole degenerate level for a basis-independent strength
    in_level = abs(excitation - first) < 1e-7
    total = np.sum(strength[1:] / excitation[1:])
    return first, strength[in_level].sum(), total, excitation, states, strength


def derivative_shielding(delta_lf, B, C):
    """Mixed derivative of the ground energy in field and nuclear moment."""
    field = 1e-3
    moment = 5e-4 / (alpha**2 * r3)
    h0 = hamiltonian(delta_lf, B, C)
    value = 0.0
    for a in (1, -1):
        for b in (1, -1):
            factor = 0.5 * a * field + alpha**2 * r3 * b * moment
            value += a * b * np.linalg.eigvalsh(h0 + factor * l_z)[0]
    return value / (4 * field * moment)


B, C, middle = 0.0025, 0.010, 0.10
# without repulsion the definition must give the one-state formula
bare = derivative_shielding(middle, 0, 0)
assert abs(bare / (-8 * alpha**2 * r3 / middle) - 1) < 1e-3
# strong-field energy of the T1g state, by projection on t2g^5 eg
h_mid = hamiltonian(middle, B, C)
excited = l_z[:, closed]
norm_squared = np.vdot(excited, excited).real
assert abs(norm_squared - 8) < 1e-10
assert np.allclose(excited[eg_count != 1], 0)
single = np.where(eg_count == 1)[0]
vector = excited[single] / np.sqrt(norm_squared)
h_single = h_mid[np.ix_(single, single)]
strong_energy = np.vdot(vector, h_single @ vector).real
assert np.allclose(h_single @ vector, strong_energy * vector, atol=1e-10)
strong_gap = strong_energy - h_mid[closed, closed]
assert abs(strong_gap - (middle - C)) < 1e-10
# full d6 treatment: definition against sum over states, and isotropy
first, level_strength, total, exc, states, strength = response(middle, B, C)
numeric = derivative_shielding(middle, B, C)
assert abs(numeric / (-alpha**2 * r3 * total) - 1) < 1e-3
for operator in angular_momentum[:2]:
    assert abs(response(middle, B, C, operator)[2] / total - 1) < 1e-9
spins = np.einsum("in,ij,jn->n", states, spin_squared, states)
assert abs(spins[0]) < 1e-9
assert np.all(abs(spins[strength > 1e-8]) < 1e-7)
assert exc[1] < first and abs(spins[1] - 2) < 1e-7 and strength[1] < 1e-16
# first-order effect of pair excitations: depends on C and not on B
for small_B in (1e-5, 3e-5):
    small_C = 4e-5
    gap, _, summed = response(middle, small_B, small_C)[:3]
    coefficient = (summed * gap / 8 - 1) * middle / small_C
    assert abs(coefficient - 1) < 0.05  # remainder is second order
# conversion to wavelength and to SI units
one_state = -8 * alpha**2 * r3 / first
lam_bohr = wavelength_nm(first) * 1e-9 / bohr
assert abs(-(4 * alpha**3 / np.pi) * r3 * lam_bohr / one_state - 1) < 1e-7
si_value = (-const.mu_0 / (4 * np.pi) * (const.e * const.hbar / const.m_e)**2
            * 8 * r3 / bohr**3 / (first * hartree))
assert abs(si_value / one_state - 1) < 1e-7

print("Free ions, Hartree-Fock, t2g^6 determinant")
print(f"Co3+ total energy: {energy3:.3f} hartree")
print(f"Co3+ 3d mean r^-3: {r3:.3f} bohr^-3")
print(f"Co+ (4s2 added) 3d mean r^-3: {r3_plus1:.3f} bohr^-3")
print(f"Co3+ sigma_d: {sigma_d3:.1f} ppm")
print(f"  part from 3d electrons: {sigma_d_shell:.1f} ppm")
print(f"Co+ sigma_d: {sigma_d1:.1f} ppm")
print(f"sigma_d change Co3+ to Co+: {sigma_d1 - sigma_d3:.2f} ppm")
print(f"alpha^2: {alpha**2:.6e} (no unit)")
print(f"Model B = {B:.4f}, C = {C:.4f} hartree")
print(f"Case delta_lf = {middle:.2f} hartree:")
print(f"norm squared of L_z on t2g^6: {norm_squared:.4f} (no unit)")
print(f"strong-field T1g energy: {strong_gap:.5f} hartree")
print(f"full d6 singlet T1g energy: {first:.5f} hartree")
print(f"lowest excited level (triplet): {exc[1]:.5f} hartree")
print(f"strength of first T1g level: {level_strength:.4f} (no unit)")
share = level_strength / first / total
print(f"its share of the full sum: {100 * share:.2f} percent")
print(f"one-state sigma_p: {one_state * 1e6:.0f} ppm")
print(f"all-state sigma_p: {-alpha**2 * r3 * total * 1e6:.0f} ppm")
print(f"energy-derivative sigma_p: {numeric * 1e6:.0f} ppm")
print(f"ratio all/one state: {total * first / 8:.4f} (no unit)")
print(f"first-order ratio 1+C/dE: {1 + C / first:.4f} (no unit)")
assert share > 0.9

print("Series: delta_lf/hartree, dE/hartree, lambda/nm,")
print("  sigma_p one state/ppm, all states/ppm, ratio")
lambdas, one_values, all_values = [], [], []
for delta_lf in (0.09, 0.10, 0.11, 0.12, 0.13, 0.14):
    gap, _, summed = response(delta_lf, B, C)[:3]
    lambdas.append(wavelength_nm(gap))
    one_values.append(-8 * alpha**2 * r3 / gap * 1e6)
    all_values.append(-alpha**2 * r3 * summed * 1e6)
    print(f"{delta_lf:.2f} {gap:.5f} {lambdas[-1]:.1f} {one_values[-1]:.0f}"
          f" {all_values[-1]:.0f} {all_values[-1] / one_values[-1]:.4f}")
lambdas, all_values = np.array(lambdas), np.array(all_values)
slope_one = 4 * alpha**3 / np.pi * r3 * 1e-9 / bohr * 1e6
slope_fit, intercept = np.polyfit(lambdas, -all_values, 1)
deviation = abs(-all_values - slope_fit * lambdas - intercept).max()
span = np.ptp(all_values)
assert deviation < 0.03 * span
print(f"one-state slope of shift: {slope_one:.2f} ppm/nm")
print(f"fitted all-state slope: {slope_fit:.2f} ppm/nm")
print(f"fitted intercept of -sigma_p: {intercept:.0f} ppm")
print(f"span of all-state sigma_p: {span:.0f} ppm")
print(f"largest deviation from fitted line: {deviation:.0f} ppm")
print(f"deviation / span: {100 * deviation / span:.2f} percent")
print(f"shift change if R falls 10 percent: {0.1 * one_state * 1e6:.0f} ppm")
print(f"  (one state, lambda = {wavelength_nm(first):.1f} nm)")
print("OK")
```

Output:

```
Free ions, Hartree-Fock, t2g^6 determinant
Co3+ total energy: -1379.199 hartree
Co3+ 3d mean r^-3: 6.607 bohr^-3
Co+ (4s2 added) 3d mean r^-3: 6.468 bohr^-3
Co3+ sigma_d: 2140.4 ppm
  part from 3d electrons: 148.0 ppm
Co+ sigma_d: 2155.5 ppm
sigma_d change Co3+ to Co+: 15.08 ppm
alpha^2: 5.325135e-05 (no unit)
Model B = 0.0025, C = 0.0100 hartree
Case delta_lf = 0.10 hartree:
norm squared of L_z on t2g^6: 8.0000 (no unit)
strong-field T1g energy: 0.09000 hartree
full d6 singlet T1g energy: 0.09308 hartree
lowest excited level (triplet): 0.07169 hartree
strength of first T1g level: 8.4822 (no unit)
its share of the full sum: 99.98 percent
one-state sigma_p: -30238 ppm
all-state sigma_p: -32066 ppm
energy-derivative sigma_p: -32048 ppm
ratio all/one state: 1.0604 (no unit)
first-order ratio 1+C/dE: 1.1074 (no unit)
Series: delta_lf/hartree, dE/hartree, lambda/nm,
  sigma_p one state/ppm, all states/ppm, ratio
0.09 0.08327 547.2 -33801 -35993 1.0648
0.10 0.09308 489.5 -30238 -32066 1.0604
0.11 0.10292 442.7 -27349 -28899 1.0567
0.12 0.11277 404.1 -24960 -26293 1.0534
0.13 0.12263 371.6 -22953 -24111 1.0505
0.14 0.13251 343.9 -21242 -22259 1.0479
one-state slope of shift: 61.78 ppm/nm
fitted all-state slope: 67.55 ppm/nm
fitted intercept of -sigma_p: -988 ppm
span of all-state sigma_p: 13733 ppm
largest deviation from fitted line: 20 ppm
deviation / span: 0.15 percent
shift change if R falls 10 percent: -3024 ppm
  (one state, lambda = 489.5 nm)
OK
```
